**Transmission of sound through a quarter-wave superlattice**

For N bilayers AB with the same constituent on both sides, the energy transmission at the stop-band centre is T = 1/cosh²(N ln r). Here r = Z_B/Z_A is the ratio of acoustic impedances, and each impedance Z is density times sound speed. The program integrates the elastic equations through the layers and asserts agreement with this formula for six values of N with A on both sides, and for N = 10 with B on both sides. It also asserts the impedance inversion by a quarter-wave layer, the transmission at seven other frequencies, the gap edges, and the minimum of T at the centre on a grid of frequencies across the gap. A separate linear balance of energy fluxes tests the incoherent formula. For N = 10 and r = 1.2 the output shows T = 9.91 percent at the centre and 23.08 percent at the gap edges. Adding energies instead of amplitudes would give 85.71 percent. With A in front and B behind, the transmission at the centre is 11.77 percent.

## Program and output

```python
"""Sound transmission through N quarter-wave bilayers AB at normal incidence.

Result under test: with the same constituent on both sides, the transmitted
energy fraction at the stop-band centre is T = 1/cosh(N ln r)^2, r = Z_B/Z_A.
Symbols: rho density, v sound speed, Z = rho*v impedance, C = rho*v^2 stiffness,
u displacement, s = C du/dx stress, f0 centre frequency, N number of bilayers.
The reference values come from numerical integration of the elastic equations
    du/dx = s/C,   ds/dx = -rho*omega^2*u.
The stress is scaled as w = s/(omega*Z_A), so a forward wave has w = i*(Z/Z_A)*u.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

rho_A, v_A = 5000.0, 5000.0      # kg/m^3, m/s
rho_B, v_B = 7500.0, 4000.0
f0 = 0.5e12                      # Hz
N = 10
Z_A, Z_B = rho_A * v_A, rho_B * v_B
r = Z_B / Z_A
d_A, d_B = v_A / (4 * f0), v_B / (4 * f0)


def layer_matrix(rho, v, thickness, f):
    """Integrate the elastic equations across one layer for two start states."""
    omega = 2 * np.pi * f
    stiffness = rho * v**2
    K = thickness * np.array([[0.0, omega * Z_A / stiffness],
                              [-rho * omega / Z_A, 0.0]])
    sol = solve_ivp(lambda x, y: (K @ y.reshape(2, 2)).ravel(), (0.0, 1.0),
                    np.eye(2).ravel(), method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[:, -1].reshape(2, 2)


def cell_matrix(f):
    return layer_matrix(rho_B, v_B, d_B, f) @ layer_matrix(rho_A, v_A, d_A, f)


def scatter(f, n, Z_front, Z_back):
    """Return T, R, reflection amplitude and input impedance / Z_A."""
    exit_state = np.array([1.0, 1j * Z_back / Z_A])
    total = np.linalg.matrix_power(cell_matrix(f), n)
    u, w = np.linalg.solve(total.astype(complex), exit_state)
    incident = 0.5 * (u + w * Z_A / (1j * Z_front))
    reflected = 0.5 * (u - w * Z_A / (1j * Z_front))
    T = Z_back / (Z_front * abs(incident)**2)
    amp = reflected / incident
    return T, abs(amp)**2, amp, w / (1j * u)


def T_centre(n):
    return 1 / np.cosh(n * np.log(r))**2


def T_any_frequency(f, n):
    theta = np.pi * f / (2 * f0)
    cos_phi = np.cos(theta)**2 - 0.5 * (r + 1 / r) * np.sin(theta)**2
    phi = np.arccos(complex(cos_phi))
    ratio2 = ((np.sin(n * phi) / np.sin(phi))**2).real
    return 1 / (1 + 0.25 * (r - 1 / r)**2 * np.sin(theta)**2 * ratio2)


# Quarter-wave impedance inversion, tested with an arbitrary load
load = 0.37
u1, w1 = np.linalg.solve(layer_matrix(rho_B, v_B, d_B, f0).astype(complex),
                         np.array([1.0, 1j * load]))
assert abs(w1 / (1j * u1) - r**2 / load) < 1e-7

# Centre of the stop band, both embeddings, several numbers of bilayers
T_num, R_num, amp_num, zin_num = scatter(f0, N, Z_A, Z_A)
assert abs(T_num + R_num - 1) < 1e-8
assert abs(zin_num - r**(-2 * N)) < 1e-7
assert abs(amp_num - np.tanh(N * np.log(r))) < 1e-7
counts = (1, 5, 9, 10, 15, 20)
T_counts = {}
for n in counts:
    T_counts[n] = scatter(f0, n, Z_A, Z_A)[0]
    assert abs(T_counts[n] - T_centre(n)) < 1e-7
T_in_B = scatter(f0, N, Z_B, Z_B)[0]
assert abs(T_in_B - T_centre(N)) < 1e-7
assert 0.095 < T_num < 0.105      # the "about 10 percent" of the claim

# A in front, B behind: half a bilayer less
T_mixed = scatter(f0, N, Z_A, Z_B)[0]
assert abs(T_mixed - T_centre(N - 0.5)) < 1e-7

# Transmission at other frequencies, in the gap and in the pass bands
for x in (0.31, 0.77, 0.90, 0.96, 1.03, 1.12, 1.40):
    assert abs(scatter(x * f0, N, Z_A, Z_A)[0] - T_any_frequency(x * f0, N)) < 1e-7

# Gap edge: root of the numerical one-period trace
edge_num = brentq(lambda f: np.trace(cell_matrix(f)) + 2, 0.8 * f0, f0, xtol=1e3)
rho1 = abs(r - 1) / (r + 1)
edge_low = f0 * (1 - 2 / np.pi * np.arcsin(rho1))
edge_high = 2 * f0 - edge_low
assert abs(edge_num / edge_low - 1) < 1e-7
assert abs(np.trace(cell_matrix(edge_high)) + 2) < 1e-7
T_edge = scatter(edge_num, N, Z_A, Z_A)[0]
assert abs(T_edge - 1 / (1 + N**2 * (r - 1)**2 / r)) < 1e-6

# The centre is the minimum of T inside the gap
gap = np.linspace(edge_low, edge_high, 21)
T_gap = np.array([scatter(f, N, Z_A, Z_A)[0] for f in gap])
assert np.argmin(T_gap) == 10
assert np.all(np.diff(T_gap[:11]) < 0) and np.all(np.diff(T_gap[10:]) > 0)

# Incoherent case: balance of energy fluxes at the 2N interfaces
R1 = rho1**2
M = 2 * N
size = 2 * (M + 1)                # forward fluxes first, then backward fluxes
A = np.zeros((size, size))
b = np.zeros(size)
A[0, 0], b[0] = 1.0, 1.0          # unit incident flux
A[1, size - 1] = 1.0              # nothing arrives from behind
for j in range(M):
    fwd, fwd_next, back, back_next = j, j + 1, M + 1 + j, M + 2 + j
    A[2 + 2 * j, [fwd_next, fwd, back_next]] = [1.0, -(1 - R1), -R1]
    A[3 + 2 * j, [back, fwd, back_next]] = [1.0, -R1, -(1 - R1)]
T_inc = np.linalg.solve(A, b)[M]
assert abs(T_inc - 1 / (1 + M * R1 / (1 - R1))) < 1e-10

T_thick = 4 * r**(-2 * N)
assert 0 < T_thick / T_num - 1 < 0.06

print(f"density of A: {rho_A:.0f} kg/m^3, of B: {rho_B:.0f} kg/m^3")
print(f"sound speed in A: {v_A:.0f} m/s, in B: {v_B:.0f} m/s")
print(f"impedance of A: {Z_A:.3e} kg/(m^2 s), of B: {Z_B:.3e} kg/(m^2 s)")
print(f"impedance ratio r: {r:.3f}")
print(f"centre frequency f0: {f0/1e12:.3f} THz")
print(f"thickness of A layer: {d_A*1e9:.3f} nm, of B layer: {d_B*1e9:.3f} nm")
print(f"period: {(d_A+d_B)*1e9:.3f} nm, stack of {N}: {N*(d_A+d_B)*1e9:.2f} nm")
print(f"ln r: {np.log(r):.5f}")
print(f"N ln r: {N*np.log(r):.4f}")
print(f"cosh(N ln r): {np.cosh(N*np.log(r)):.4f}")
print(f"r^(2N): {r**(2*N):.3f}")
print(f"input impedance / Z_A (integrated): {zin_num.real:.5f}")
print(f"reflection amplitude (integrated): {amp_num.real:.4f}")
print(f"reflected energy (integrated): {100*R_num:.2f} percent")
print(f"T at centre, formula: {100*T_centre(N):.3f} percent")
print(f"T at centre, integrated, in A: {100*T_num:.3f} percent")
print(f"T at centre, integrated, in B: {100*T_in_B:.3f} percent")
print(f"thick-stack estimate 4 r^(-2N): {100*T_thick:.2f} percent")
print(f"estimate without the factor 4: {100*r**(-2*N):.2f} percent")
print(f"T with A in front and B behind: {100*T_mixed:.2f} percent")
for n in counts:
    print(f"T at centre for {n} bilayers: {100*T_counts[n]:.2f} percent")
print(f"lower gap edge: {edge_low/1e12:.4f} THz")
print(f"upper gap edge: {edge_high/1e12:.4f} THz")
print(f"gap width: {(edge_high-edge_low)/1e12:.4f} THz")
print(f"gap width / f0: {(edge_high-edge_low)/f0:.4f}")
print(f"T at gap edge: {100*T_edge:.2f} percent")
print(f"one-interface energy reflection R1: {100*R1:.4f} percent")
print(f"number of interfaces: {M}")
print(f"T with energies added incoherently: {100*T_inc:.2f} percent")
print("all good")
```

It prints:

```
density of A: 5000 kg/m^3, of B: 7500 kg/m^3
sound speed in A: 5000 m/s, in B: 4000 m/s
impedance of A: 2.500e+07 kg/(m^2 s), of B: 3.000e+07 kg/(m^2 s)
impedance ratio r: 1.200
centre frequency f0: 0.500 THz
thickness of A layer: 2.500 nm, of B layer: 2.000 nm
period: 4.500 nm, stack of 10: 45.00 nm
ln r: 0.18232
N ln r: 1.8232
cosh(N ln r): 3.1766
r^(2N): 38.338
input impedance / Z_A (integrated): 0.02608
reflection amplitude (integrated): 0.9492
reflected energy (integrated): 90.09 percent
T at centre, formula: 9.910 percent
T at centre, integrated, in A: 9.910 percent
T at centre, integrated, in B: 9.910 percent
thick-stack estimate 4 r^(-2N): 10.43 percent
estimate without the factor 4: 2.61 percent
T with A in front and B behind: 11.77 percent
T at centre for 1 bilayers: 96.75 percent
T at centre for 5 bilayers: 47.89 percent
T at centre for 9 bilayers: 13.96 percent
T at centre for 10 bilayers: 9.91 percent
T at centre for 15 bilayers: 1.67 percent
T at centre for 20 bilayers: 0.27 percent
lower gap edge: 0.4710 THz
upper gap edge: 0.5290 THz
gap width: 0.0580 THz
gap width / f0: 0.1159
T at gap edge: 23.08 percent
one-interface energy reflection R1: 0.8264 percent
number of interfaces: 20
T with energies added incoherently: 85.71 percent
all good
```
